\section*{Injection locking of an auto-oscillator with amplitude-phase coupling}

\section{Result and conventions}

A weak periodic signal locks a spin-torque oscillator over a band of frequencies. If the frequency depends on the oscillation power, the band is wider than for a power-independent frequency, and the locked phase is displaced. For the complex amplitude $c(t)$, with power $p=|c|^2$, take
\begin{equation}
\frac{dc}{dt}+i\omega(p)c+\Gamma(p)c=Fe^{-i\omega_e t},\qquad F>0 .
\label{model}
\end{equation}
Here $\Gamma$ is the damping left after subtraction of the spin-torque gain. The free oscillator runs at the power $p_0$ where $\Gamma(p_0)=0$. Define
\begin{gather}
\omega_0=\omega(p_0),\quad N=\omega'(p_0),\quad
\Gamma_p=p_0\Gamma'(p_0)>0,\nonumber\\
\nu=\frac{Np_0}{\Gamma_p},\quad f=\frac{F}{\sqrt{p_0}},\quad
\Delta=\omega_e-\omega_0,\quad \theta=\arctan\nu .
\end{gather}
With $c=\sqrt p\,e^{-i\omega_e t+i\psi}$, the result to leading order in the drive is
\begin{equation}
\boxed{\;|\Delta|<\Delta_L=f\sqrt{1+\nu^2},\qquad
\psi=\arcsin\frac{\Delta}{\Delta_L}-\arctan\nu .\;}
\label{result}
\end{equation}

The factor $\sqrt{1+\nu^2}$ compares two oscillators with the same $F$ and $p_0$, one of them with $\nu=0$. The phase difference between them is $-\arctan\nu$ when both sit at the same fraction $\Delta/\Delta_L$ of their own half-widths, for example at the band centre. At equal nonzero $\Delta$ the arcsine changes too. The sign belongs to the convention: since $c\propto e^{-i(\omega_et-\psi)}$, negative $\psi$ is an advance in time relative to the injected signal.

\section{First derivation: eliminating the fast amplitude}

Insert the polar form into \eqref{model} and divide by $e^{-i\omega_et+i\psi}$:
\begin{equation}
\frac{d\sqrt p}{dt}+i\sqrt p\left(\frac{d\psi}{dt}-\omega_e+\omega(p)\right)
+\Gamma(p)\sqrt p=F(\cos\psi-i\sin\psi).
\end{equation}
Multiplying the real part by $2\sqrt p$, and dividing the imaginary part by $\sqrt p$, gives
\begin{align}
\frac{dp}{dt}&=-2\Gamma(p)p+2F\sqrt p\cos\psi,\label{power}\\
\frac{d\psi}{dt}&=\omega_e-\omega(p)-\frac{F}{\sqrt p}\sin\psi .\label{phase}
\end{align}

Let $p=p_0(1+x)$ with $|x|\ll1$. Then $\Gamma(p)\simeq\Gamma'(p_0)p_0x=\Gamma_px$ and $\omega(p)\simeq\omega_0+Np_0x=\omega_0+\nu\Gamma_px$. In the drive terms $p$ may be replaced by $p_0$, because the corrections contain the product of $f$ and $x$. Dividing \eqref{power} by $p_0$ leaves
\begin{align}
\frac{dx}{dt}&=-2\Gamma_px+2f\cos\psi,\label{x}\\
\frac{d\psi}{dt}&=\Delta-\nu\Gamma_px-f\sin\psi .\label{psi}
\end{align}
Without drive, a power deviation decays at the rate $2\Gamma_p$. After initial transients, \eqref{x} has the solution
\begin{equation}
x(t)=2f\int_0^\infty e^{-2\Gamma_ps}\cos\psi(t-s)\,ds .
\end{equation}
Integrating by parts twice, and keeping the terms up to the first time derivative, gives
\begin{equation}
x=\frac{f}{\Gamma_p}\left[\cos\psi+\frac{\sin\psi}{2\Gamma_p}\frac{d\psi}{dt}+\cdots\right].
\label{slaved}
\end{equation}
The first term is the power that would be reached if the phase stood still. The second is the lag, which is small if $|d\psi/dt|\ll2\Gamma_p$. The phase moves at rates of order $|\Delta|+\Delta_L$, so near the band the elimination requires
\begin{equation}
\Delta_L\ll2\Gamma_p .\label{fast}
\end{equation}
The power change itself is small if $f\ll\Gamma_p$.

Although $x$ is small, its effect on the phase is not negligible: $\nu\Gamma_px\simeq\nu f\cos\psi$ is of the same order in the drive as the direct term $f\sin\psi$. Substitution in \eqref{psi} yields
\begin{equation}
\frac{d\psi}{dt}=\Delta-f(\sin\psi+\nu\cos\psi).
\end{equation}
Since $\cos\theta=1/\sqrt{1+\nu^2}$ and $\sin\theta=\nu/\sqrt{1+\nu^2}$, the bracket is
\begin{equation}
\sqrt{1+\nu^2}\,(\sin\psi\cos\theta+\cos\psi\sin\theta)
=\sqrt{1+\nu^2}\,\sin(\psi+\theta).
\end{equation}
With $\chi=\psi+\theta$,
\begin{equation}
\frac{d\chi}{dt}=\Delta-\Delta_L\sin\chi .\label{adler}
\end{equation}
A stationary phase needs $\sin\chi=\Delta/\Delta_L$, hence $|\Delta|\le\Delta_L$. A small deviation from it grows at the rate $-\Delta_L\cos\chi$, so the stable solution has $\cos\chi>0$, which is $\chi=\arcsin(\Delta/\Delta_L)$. This proves \eqref{result}. The injected signal acts on the phase in two ways, directly and through the power. The two contributions are a quarter turn apart in $\psi$, so they add as perpendicular sides of a right triangle.

For $\Delta>\Delta_L$ the phase slips. With $u=\tan(\chi/2)$, the duration of one turn is
\begin{equation}
T=\int_{-\pi}^{\pi}\frac{d\chi}{\Delta-\Delta_L\sin\chi}
=\int_{-\infty}^{\infty}\frac{2\,du}{\Delta(1+u^2)-2\Delta_Lu}
=\frac{2\pi}{\sqrt{\Delta^2-\Delta_L^2}},
\end{equation}
where the last step completes the square in $u$. The angular beat frequency is therefore $\sqrt{\Delta^2-\Delta_L^2}$, provided that the beat is also slow compared with $2\Gamma_p$.

\section{Second derivation: stationary states and their stability}

The band can also be found without assuming that the amplitude is fast. In a locked state both time derivatives in \eqref{x} and \eqref{psi} vanish. With $z=\Gamma_px$,
\begin{equation}
f\cos\psi=z,\qquad f\sin\psi=\Delta-\nu z .\label{stationary}
\end{equation}
Squaring and adding removes the phase:
\begin{equation}
(1+\nu^2)z^2-2\nu\Delta z+\Delta^2-f^2=0 .
\end{equation}
A quarter of the discriminant is
\begin{equation}
\nu^2\Delta^2-(1+\nu^2)(\Delta^2-f^2)=(1+\nu^2)f^2-\Delta^2=\Delta_L^2-\Delta^2 .
\end{equation}
Real solutions exist if $|\Delta|\le\Delta_L$, and they are
\begin{equation}
(1+\nu^2)z=\nu\Delta\pm\sqrt{\Delta_L^2-\Delta^2}.\label{roots}
\end{equation}
For the phase, combine \eqref{stationary} into $fe^{i\psi}=z(1-i\nu)+i\Delta$ and multiply by $1+i\nu=\sqrt{1+\nu^2}\,e^{i\theta}$:
\begin{equation}
\Delta_Le^{i(\psi+\theta)}=(1+\nu^2)z-\nu\Delta+i\Delta
=\pm\sqrt{\Delta_L^2-\Delta^2}+i\Delta .
\end{equation}
The imaginary part gives $\sin(\psi+\theta)=\Delta/\Delta_L$. The sign of the real part distinguishes the two states.

Stability follows from the matrix of derivatives of \eqref{x} and \eqref{psi} with respect to $x$ and $\psi$:
\begin{equation}
J=\begin{pmatrix}-2\Gamma_p&-2f\sin\psi\\-\nu\Gamma_p&-f\cos\psi\end{pmatrix}.
\end{equation}
Its trace is $-(2\Gamma_p+f\cos\psi)$, negative for weak drive. Only the leading part $-2\Gamma_p$ is reliable, since terms dropped from \eqref{x} and \eqref{psi} contribute to the trace at the same order as $f\cos\psi$. Its determinant is
\begin{equation}
\det J=2\Gamma_pf(\cos\psi-\nu\sin\psi)=2\Gamma_p\Delta_L\cos(\psi+\theta).
\end{equation}
A negative trace and a positive determinant mean that small deviations decay. The upper sign in \eqref{roots} is thus stable and the lower sign is a saddle. They merge at $|\Delta|=\Delta_L$, and the locked state disappears there. This is \eqref{result} again.

\section{What each derivation assumes}

Both derivations assume a small power change, $f\ll\Gamma_p$. The second needs no separation of time scales, because in a stationary state the amplitude has had unlimited time to settle. It establishes where a locally stable locked state exists, but not whether an oscillator that starts elsewhere reaches it. The first assumes \eqref{fast} as well, and in return describes capture and beating.

The difference becomes visible when $x$ is removed from \eqref{x} and \eqref{psi} without approximation. Differentiate \eqref{psi}, insert \eqref{x}, and use $\nu\Gamma_px=\Delta-f\sin\psi-d\psi/dt$. After division by $2\Gamma_p$,
\begin{equation}
\frac{1}{2\Gamma_p}\frac{d^2\psi}{dt^2}
+\left(1+\frac{f\cos\psi}{2\Gamma_p}\right)\frac{d\psi}{dt}
=\Delta-\Delta_L\sin(\psi+\theta).\label{pendulum}
\end{equation}
This is a driven, damped pendulum. As with the trace above, the term $f\cos\psi/(2\Gamma_p)$ is not the complete correction to the damping at its order, but it is small for weak drive. The slow amplitude acts as inertia, measured by $\Delta_L/(2\Gamma_p)$, and inertia can carry the phase past a stable resting point.

A numerical case with $\nu=100$ and $f/\Gamma_p=0.2$ shows this. The drive is weak in the sense of the second derivation, but $\Delta_L/(2\Gamma_p)=10$. At $\Delta=0.7\Delta_L$, integration of \eqref{model} from near the predicted locked state stays locked, whereas a start at the free power, at the phase of the saddle, makes 74 turns in the last $1.5\ \mu$s of a $3\ \mu$s run. Inside the band, locked and running states then coexist. Weak injection alone does not justify the elimination.

\section{A vortex oscillator}

Consider a tunnel junction whose permalloy-like free layer holds a magnetic vortex. Let $p$ be the squared radius of the core orbit divided by the squared disc radius, and take
\begin{equation}
\omega=\omega_{00}+Np,\qquad \Gamma=\Gamma_0(1+Qp)-\Gamma_{\rm ST}.\label{vortex}
\end{equation}
The parameters are rough, round values: $\omega_{00}/2\pi=300$ MHz, $N/2\pi=60$ MHz, $\Gamma_0/2\pi=6$ MHz, $Q=2.5$, $\Gamma_{\rm ST}/\Gamma_0=1.6$ and $F/2\pi=0.1$ MHz. Setting $\Gamma=0$ gives $p_0=(1.6-1)/2.5=0.24$. Hence
\begin{align}
\omega_0/2\pi&=300+60(0.24)=314.4\ \text{MHz},\nonumber\\
\Gamma_p/2\pi&=6(2.5)(0.24)=3.6\ \text{MHz},\nonumber\\
\nu&=60(0.24)/3.6=4,\nonumber\\
f/2\pi&=0.1/\sqrt{0.24}=0.2041\ \text{MHz},\nonumber\\
\Delta_L/2\pi&=0.2041\sqrt{17}=0.842\ \text{MHz}.
\end{align}
The coupling widens the band by a factor of 4.12, and the phase at $\Delta=0$ is $-1.326$ rad, or $-76^\circ$. The small parameters are $f/\Gamma_p=0.057$ and $\Delta_L/(2\Gamma_p)=0.117$.

The stationary states of the unlinearized equation put the edges at $-0.867$ and $+0.820$ MHz. Their half-distance, 0.843 MHz, is 0.2\% above the formula, but the band is off centre by $-0.023$ MHz. The next order explains this. For \eqref{vortex}, $\Gamma=\Gamma_px$ holds without approximation, so stationarity reads $x\sqrt{1+x}=w$ with $w=f\cos\psi/\Gamma_p$, and $x\simeq w-w^2/2$. Then
\begin{align}
\Delta&=\nu\Gamma_px+\frac{f\sin\psi}{\sqrt{1+x}}\nonumber\\
&\simeq f(\nu\cos\psi+\sin\psi)\left(1-\frac{f\cos\psi}{2\Gamma_p}\right).\label{second}
\end{align}
At the two edges $\psi+\theta=\pm\pi/2$, so $\cos\psi=\pm\nu/\sqrt{1+\nu^2}$, and both edges move by
\begin{equation}
\delta\Delta=-\frac{\nu f^2}{2\Gamma_p}.
\end{equation}
In ordinary frequency this is $-4(0.204)^2/7.2=-0.023$ MHz, as found. The half-width has no correction of this order. Reversing $F$ is the same as adding $\pi$ to $\psi$, which leaves the set of stationary states unchanged. It does exchange the two edges, if each is followed as a power series in $F$ through $F=0$. Half their difference therefore changes sign with $F$ and contains only odd powers, so the half-width is $|F|$ times an even series.

Time integration of \eqref{model} was started from free oscillation at three phases. At 0.97 of either computed edge every run locked, and at 1.03 every run slipped. For this drive the edges of existence thus agree with the limits of capture at that resolution. At $\Delta=-0.8\Delta_L$ and $0.5\Delta_L$ the integrated phases are $-2.230$ and $-0.791$ rad, against $-2.253$ and $-0.802$ rad from \eqref{result}. At $\Delta=0$ both give $-1.326$ rad, in line with \eqref{second}, whose correction vanishes there.

The comparison at equal detuning is different. With a tenfold weaker drive, and $\Delta$ equal to half its reduced $f$, the phase shift due to coupling is $-1.73$ rad. It consists of $-1.326$ rad from the arctangent and $\arcsin(0.5/4.123)-\arcsin(0.5)=-0.40$ rad from the arcsines.

Outside the band, at $1.5\Delta_L$, the beat is 0.957 MHz against 0.941 MHz from the formula. There the power departs from its slaved value by up to 0.25 of $f/\Gamma_p$. The lag estimate in \eqref{slaved} bounds this roughly by $2.5\times0.117=0.29$. With a tenfold weaker drive the departure falls to 0.023.

\section{Room temperature and real devices}

Add complex white noise to \eqref{model}, each quadrature having correlation $D_n\delta(t-t')$. A passive oscillator with damping $\Gamma_+$ then has $\langle p\rangle=D_n/\Gamma_+$. Equipartition gives its two quadratures a total energy $kT$, so for energy proportional to $p$, $D_n/p_0=\Gamma_+kT/E_0$, where $E_0$ is the orbit energy. Slow noise $\xi_r$ along the amplitude produces $x=\xi_r/(\Gamma_p\sqrt{p_0})$, and the phase is driven by $(\xi_i-\nu\xi_r)/\sqrt{p_0}$. Writing its phase variance as $2Dt$,
\begin{equation}
D=\frac{\Gamma_+kT}{2E_0}(1+\nu^2).
\end{equation}
The free signal correlation decays as $e^{-D|t|}$, which gives a full linewidth $D/\pi$ in ordinary frequency.

For the energy, the gyrotropic force $G\omega_0r$ on the core balances a harmonic restoring force, so $E_0\simeq\frac12G\omega_0r^2$ with $G=2\pi LM_s/\gamma$, where $\gamma$ is the gyromagnetic ratio. For disc radius 200 nm, orbit radius $r=98$ nm, thickness $L=12$ nm, $M_s=800$ kA/m and 300 K, $E_0/kT=784$. In the oscillator, $\Gamma_+$ is the positive damping at the free power, $\Gamma_0(1+Qp_0)$, and the spin torque is assumed to add no noise of its own. With $\Gamma_+/2\pi=6(1+0.6)=9.6$ MHz, the linewidth is $9.6(17)/784=0.21$ MHz. Stochastic integration gives 0.205 MHz, within 2\% of the formula.

At the centre of the band, linearizing \eqref{adler} gives a phase variance $D/\Delta_L$, or 0.35 rad rms. The simulation gives 0.36 rad. Rare slips cross the barrier of $U=\Delta_L(1-\cos\chi)$. A constant probability flux $j$ obeys $j\int e^{U/D}d\chi=DP(0)$. The Gaussian well gives $P(0)=\sqrt{\Delta_L/2\pi D}$, and the integral over the barrier is $e^{2\Delta_L/D}\sqrt{2\pi D/\Delta_L}$. Counting both directions, the rate is
\begin{equation}
2j=\frac{\Delta_L}{\pi}e^{-2\Delta_L/D}.
\end{equation}
The exponent is 16.2 and the rate about 0.16 per second. This is the rate of the reduced phase equation \eqref{adler} at $\Delta=0$. That equation makes the two directions equally likely, which the full equation does not: with the noise tripled, backward slips outnumber forward ones by about 1.6, while the total rate stays within about 10\% of the reduced first-passage value. The estimate omits the amplitude lag, and a change of 10\% in the exponent would change it fivefold. Slips are rare only well inside the band. Detuning lowers the barrier in one direction to $2\sqrt{\Delta_L^2-\Delta^2}-2|\Delta|\arccos(|\Delta|/\Delta_L)$. At $|\Delta|=0.8\Delta_L$ the exponent is only 1.4, and the phase slips by about 0.1 turns per microsecond on average.

A frequency of a few hundred MHz and a disc of a few hundred nanometres are ordinary for vortex devices. The least certain input is $Q$. If damping merely followed frequency in proportion, $Q$ would be $60/300=0.2$, so 2.5 represents a strong additional nonlinearity; Thiele-equation estimates for a vortex core commonly give $Q$ somewhat below 1. At $Q=0.85$ and the same $p_0$, $F$, $N$ and $\Gamma_0$, one has $\nu=11.8$ and $\Delta_L/(2\Gamma_p)=0.98$, the edges lie at $-2.67$ and $+2.24$ MHz, and starts from free oscillation at 0.97 of the lower edge keep slipping. The example depends on it: with $Q=0.2$ at the same $p_0$, $F$, $N$ and $\Gamma_0$, one has $\nu=50$, $f/\Gamma_p=0.71$ and $\Delta_L/(2\Gamma_p)=18$. The drive is then not weak, and \eqref{result} cannot be used for the locking band without a much smaller $F$. Halving $Q$ at fixed $p_0$, $F$, $N$ and $\Gamma_0$ (with the spin torque readjusted) doubles $\nu$ to 8 and widens $\Delta_L/2\pi$ to $0.2041(8.062)=1.65$ MHz. It also halves $\Gamma_p$, so $\Delta_L/(2\Gamma_p)$ rises to 0.46 and \eqref{fast} is only marginally met: the edges move to $-1.75$ and $+1.56$ MHz, although capture from free oscillation still follows them at the 3\% resolution used above. Real devices also break the assumption of a noiseless oscillator: at room temperature the model's sharp edges are blurred by the jitter and slips above. The counter-rotating half of a linearly polarized drive is negligible here; its computed mean phase shift at the band centre is below $0.001$ mrad. Heating, low-frequency ($1/f$) noise, other modes and curvature of $\omega(p)$ are left out and have not been sized. The numerical output lists the values used.

\section*{Table of computed values}
\begin{verbatim}
Small-orbit frequency: 300 MHz
Frequency slope N/(2 pi): 60 MHz
Linear damping Gamma0/(2 pi): 6 MHz
Damping nonlinearity Q: 2.5
Overdrive Gamma_ST/Gamma0: 1.6
Injection F/(2 pi): 0.1 MHz
Disc radius: 200 nm
Layer thickness: 12 nm
Magnetization: 800 kA/m
Temperature: 300 K
Free power p0: 0.24
Core orbit radius: 97.98 nm
Free frequency: 314.4 MHz
Gamma_p/(2 pi): 3.6 MHz
Relaxation rate/(2 pi), formula: 7.2 MHz
Relaxation rate/(2 pi), integrated: 7.203 MHz
Coupling nu: 4
Widening sqrt(1+nu^2): 4.123
arctan(nu): 1.326 rad
arctan(nu) in degrees: 75.96 deg
Half-width without coupling, f/(2 pi): 0.2041 MHz
Half-width with coupling, formula: 0.8416 MHz
Half-width, exact stationary states: 0.8433 MHz
Lower edge, exact: -0.8665 MHz
Upper edge, exact: 0.82 MHz
Band-centre displacement: -0.0233 MHz
Weak-drive exact widening at nu=0: 1
Weak-drive exact widening at nu=1: 1.414
Weak-drive exact widening at nu=-2: 2.236
Weak-drive exact widening at nu=4: 4.123
Weak-drive exact widening at nu=8: 8.062
Phase at detuning/half-width=-0.8: full -2.2297, formula -2.2531 rad
Phase at detuning/half-width=0: full -1.3258, formula -1.3258 rad
Phase at detuning/half-width=0.5: full -0.7910, formula -0.8022 rad
Phase shift at equal detuning f/2, weak drive: -1.729 rad
Beat at 1.5 half-widths, full: 0.9567 MHz
Beat at 1.5 half-widths, formula: 0.941 MHz
Half-width/(2 Gamma_p): 0.117
Largest relative power change f/Gamma_p: 0.0567
Slaving error/(f/Gamma_p), example drive: 0.251
Slaving error/(f/Gamma_p), tenfold weaker: 0.0234
Coexistence test: nu: 100
Coexistence test: f/Gamma_p: 0.2
Coexistence test: half-width/(2 Gamma_p): 10
Coexistence test: turns from running start in 1.5 us: 74
Counter-rotating phase shift: 5.4e-05 mrad
Orbit energy/kT: 784
Free thermal linewidth, formula: 0.208 MHz
Free thermal linewidth, simulated: 0.205 MHz
Locked rms phase jitter, formula: 0.352 rad
Locked rms phase jitter, simulated: 0.364 rad
Phase-slip barrier exponent: 16.2
Central slip rate, first passage: 0.15 1/s
Central slip rate, barrier formula: 0.16 1/s
\end{verbatim}
